# Transverse Momentum and the Tunnelling Barrier Between Unequal Masses, part 2

An electron tunnels from a metal electrode through a thin oxide into a second electrode. The layers are stacked along $z$ and uniform in the plane, and scattering is left out. Each material has one parabolic, isotropic band, with effective mass $m_e$ in both electrodes and $m_{ox}$ in the oxide; $\mu=m_e/m_{ox}$. Energies are counted from the band bottom of the first electrode, and $U(z)$ is the oxide band edge.

The electron has total energy $E=E_z+E_t$. Its longitudinal wavevector in the electrode is $k$, with $E_z=\hbar^2k^2/2m_e$. Its transverse wavevector $k_t$ is conserved, with $E_t=\hbar^2k_t^2/2m_e$. The longitudinal envelope $\varphi(z)$ obeys the interface conditions

$$\varphi\quad\text{and}\quad\frac1m\frac{d\varphi}{dz}\quad\text{are continuous.} \tag{3}$$

At energy $E_z$, the longitudinal motion meets in the oxide the effective barrier

$$\boxed{U_{\rm eff}(z)=U(z)+E_t\left(\frac{m_e}{m_{ox}}-1\right)} \tag{5}$$

For constant $U$ the decay constant $\kappa$ in the oxide follows from

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}\left[U-E_z+(\mu-1)E_t\right]=\frac{2m_{ox}}{\hbar^2}(U-E)+k_t^2. \tag{10}$$

The example has $m_e=1\,m_0$ and $m_{ox}=0.2\,m_0$, where $m_0$ is the free-electron mass and $\hbar^2/2m_0=0.0381\ \text{eV nm}^2$. The Fermi energy is $E_F=5$ eV, the oxide edge is $U=E_F+\phi$ with $\phi=2$ eV, and the oxide thickness is $d=3$ nm. Two electrons with $E_z=4.90$ eV are compared: the normal one has $E_t=0$, the oblique one $E_t=0.10$ eV.

The "2D box" in the computed values at the end is a separate test with the same masses: 1 nm of electrode and 1 nm of oxide between hard walls, an oxide edge at 2 eV, and a period of 1.5 nm along $x$. Its levels are the lowest with transverse wavevector $2\pi/(1.5\ \text{nm})$. "$k_t$ mixing" is the weight of the lowest state outside $k_t=0$, for a uniform oxide edge and for one modulated by 30% along $x$.

Question (f) is to derive the transmission probability through a flat barrier, including the mass change at the interfaces, and to evaluate it for the normal and the oblique electron.

**Solution.** Let the oxide occupy $0<z<d$. Behind it there is an outgoing wave $t\,e^{ik(z-d)}$, so at $z=d$ one has $\varphi=t$ and $\varphi'/m=ikt/m_e$. Define

$$a=\frac{\kappa\,m_e}{k\,m_{ox}}. \tag{11}$$

The oxide solution with these values at $z=d$ is

$$\varphi(z)=t\left[\cosh\kappa(z-d)+\frac ia\sinh\kappa(z-d)\right].$$

Its derivative at $z=d$ is $i\kappa t/a=ikt\,m_{ox}/m_e$, as required. At $z=0$ it gives

$$\varphi(0)=t\left[\cosh\kappa d-\frac ia\sinh\kappa d\right],\qquad
\frac{\varphi'(0)}{m_{ox}}=\frac{\kappa t}{m_{ox}}\left[-\sinh\kappa d+\frac ia\cosh\kappa d\right].$$

In front of the barrier the wave is $e^{ikz}+\rho_0e^{-ikz}$. Hence $\varphi(0)=1+\rho_0$ and $\varphi'(0)/m_e=(ik/m_e)(1-\rho_0)$. The reflected amplitude $\rho_0$ drops out if the second relation is multiplied by $m_e/(ik)$ and added to the first. Continuity allows the oxide expressions to be used, and $\kappa m_e/(ikm_{ox})=-ia$. Therefore

$$\frac2t=\cosh\kappa d-\frac ia\sinh\kappa d-ia\left[-\sinh\kappa d+\frac ia\cosh\kappa d\right]
=2\cosh\kappa d+i\left(a-\frac1a\right)\sinh\kappa d.$$

Both electrodes have the same $k$ and mass, so the ratio of transmitted to incident flux is $T=|t|^2$. With $\cosh^2=1+\sinh^2$ and $1+\frac14(a-1/a)^2=\frac14(a+1/a)^2$,

$$T=\left[1+\frac14\left(a+\frac1a\right)^2\sinh^2\kappa d\right]^{-1}. \tag{12}$$

For a thick barrier, $\kappa d\gg1$, one may use $\sinh^2\kappa d\approx e^{2\kappa d}/4$ and drop the 1:

$$T\approx P\,e^{-2\kappa d},\qquad P=\frac{16}{(a+1/a)^2}. \tag{13}$$

For the two electrons with $E_z=4.90$ eV the results are

$$T_{\rm normal}=7.74\times10^{-9},\qquad T_{\rm oblique}=1.18\times10^{-9}.$$

Their ratio is 0.152. The exponent accounts for most of it: $\exp[-2\times3\times(3.6226-3.3202)]=0.163$. The remaining factor of 0.93 is the change of $P$, because $a$ rises with $\kappa$.

These values were obtained by integrating the wave equation with the total energy and the unshifted band edge, adding the transverse term $\hbar^2k_t^2/2m$ explicitly. Formula (12) with the shifted barrier was tested against them and agrees within a relative difference of $10^{-5}$.

The same integration tests the sign of the effect. With $E_z=4.90$ eV held fixed, raising $E_t$ from 0 to 0.10 eV multiplies $T$ by 0.152 for $m_{ox}=0.2\,m_0$, by 1.000 for equal masses, and by 1.53 for $m_{ox}=1.5\,m_0$. For $m_{ox}=0.3\,m_0$ the oblique electron has $T=2.57\times10^{-11}$. This is about 46 times less than in the lighter oxide, although the barrier shift is smaller.

### (g) How quickly does transmission fall with transverse energy?

Find the logarithmic slope of $T$ with respect to $E_t$ at fixed $E_z$, for a thick barrier. Evaluate it at $E_z=E_F$ and $E_t=0$.

**Solution.** Differentiate the first form of (10):

$$2\kappa\frac{d\kappa}{dE_t}=\frac{2m_{ox}}{\hbar^2}(\mu-1).$$

At $E_t=0$ the same equation gives $2m_{ox}/\hbar^2=\kappa^2/(U-E_z)$, so $d\kappa/dE_t=(\mu-1)\kappa/[2(U-E_z)]$. Keeping the exponent of (13) and neglecting the change of $P$,

$$\frac{d\ln T}{dE_t}\approx-2d\,\frac{d\kappa}{dE_t}=-(\mu-1)\frac{\kappa d}{U-E_z}. \tag{14}$$

At $E_z=E_F$ the decay constant is $\kappa_0=\sqrt{0.2\times2/0.0381}=3.240\ \text{nm}^{-1}$. The slope is

$$-4\times\frac{3.240\times3}{2\ \text{eV}}=-19.4\ \text{eV}^{-1}.$$

Transmission thus falls by a factor $e$ for about 0.05 eV of transverse energy. Direct integration at $E_t=0$ and 0.005 eV gives $-20.1\ \text{eV}^{-1}$.

The difference comes from the prefactor. From (13), $d\ln P/d\ln a=-2(a-1/a)/(a+1/a)$, which is $-0.67$ for the value $a=1.414$ at the Fermi energy. At fixed $k$, $a$ is proportional to $\kappa$, so $d\ln a/dE_t=(\mu-1)/[2(U-E_z)]=1\ \text{eV}^{-1}$. This adds $-0.67\ \text{eV}^{-1}$ to (14).

### (h) How much current flows?

At low temperature and small voltage, find the conductance per unit area and the mean transverse energy of the tunnelling electrons. Evaluate the current density for an oxide voltage of 0.10 V.

**Solution.** Consider one transverse wavevector and one spin. Electrons in $dk$ have the density $dk/2\pi$ per length and the velocity $v=\hbar^{-1}dE/dk$. Their product is $dE/h$, independent of the mass. A small voltage $V$ opens an energy window $eV$ at the Fermi level, so the current is $(e^2/h)TV$. Summation over two spins and over $d^2k_t/(2\pi)^2$ per area gives

$$G=\frac{2e^2}{h}\int\frac{d^2k_t}{(2\pi)^2}\,T=\frac{e^2}{\pi h}\int_0^{k_F}k_t\,T\,dk_t, \tag{15}$$

where the angular integral supplied $2\pi$, $k_F$ is the Fermi wavevector of the electrode, and $T$ is taken at $E=E_F$.

The total energy is now fixed, so the second form of (10) applies: $\kappa^2=\kappa_0^2+k_t^2$, and hence $k_t\,dk_t=\kappa\,d\kappa$. Use (13), hold $P$ at its value for $k_t=0$, and extend the upper limit to infinity. Both steps require $k_F^2\gg\kappa_0/d$, so that the integrand has died out long before $k_t$ reaches $k_F$. This holds for the metal of the example, where $k_F^2=131\ \text{nm}^{-2}$ and $\kappa_0/d=1.08\ \text{nm}^{-2}$. It fails for an electrode with a small Fermi wavevector, such as a doped semiconductor, and (16) and (17) then do not apply. Integration by parts gives

$$\int_{\kappa_0}^{\infty}\kappa e^{-2\kappa d}d\kappa=e^{-2\kappa_0d}\left(\frac{\kappa_0}{2d}+\frac1{4d^2}\right),$$

$$G\approx\frac{e^2}{\pi h}\,P\,e^{-2\kappa_0d}\left(\frac{\kappa_0}{2d}+\frac1{4d^2}\right). \tag{16}$$

Under this condition the electrode mass has dropped out of the integral and remains in $P$ alone. A heavier electrode has more transverse states per energy, but its barrier rises faster with $E_t$.

For the mean transverse energy, expand $\kappa\approx\kappa_0+k_t^2/2\kappa_0$. The weight in (15) becomes $k_te^{-k_t^2d/\kappa_0}$, for which the mean of $k_t^2$ is $\kappa_0/d$. With $\hbar^2/2=m_{ox}\phi/\kappa_0^2$,

$$\langle E_t\rangle\approx\frac{\hbar^2\kappa_0}{2m_ed}=\frac{m_{ox}}{m_e}\,\frac{\phi}{\kappa_0d}. \tag{17}$$

In the example, $2\kappa_0d=19.44$ and $P=3.556$. With $e^2/\pi h=1.233\times10^{-5}$ S, (16) reads

$$G\approx1.233\times10^{-5}\times3.556\times e^{-19.44}\times(0.540+0.028)\ \text{S/nm}^2=9.0\ \text{S/cm}^2.$$

Integration of (15) with the full transmission (12) gives 8.6 S/cm². An explicit sum over the discrete transverse states of a square 40 nm wide gives the same value, which tests the counting of states. The thick-barrier formula is 4% too high relative to the integral. It ignores that $a$ grows with $k_t$, which lowers $P$ when $a>1$.

The current density at 0.10 V is $8.6\times0.10=0.86$ A/cm². The mean transverse energy is 0.043 eV from the integral and 0.041 eV from (17). The corresponding mean shift of the barrier is $4\times0.043=0.17$ eV.

### (i) What error results if the shift is omitted?

Suppose that the current is calculated with the unshifted barrier $U$ for every longitudinal energy. Find the error for a thick barrier at small voltage.

**Solution.** Without the shift, the decay constant $\kappa_u$ at the Fermi energy follows from $E_z=E_F-E_t$:

$$\kappa_u^2=\frac{2m_{ox}}{\hbar^2}(\phi+E_t)=\kappa_0^2+\frac{m_{ox}}{m_e}k_t^2.$$

Now $k_t\,dk_t=\mu\,\kappa_u\,d\kappa_u$. The remaining integral is the one solved in (h), so with $P$ held fixed

$$\frac{G_{\rm unshifted}}{G}\approx\mu=\frac{m_e}{m_{ox}}. \tag{18}$$

This estimate requires $k_F^2$ to be much larger than both $\kappa_0/d$ and $\mu\kappa_0/d$. For a smaller Fermi wavevector the ratio lies closer to 1: with the masses, barrier and thickness of the example it is 3.5 for $E_F=0.5$ eV and 1.7 for $E_F=0.1$ eV. For a lighter oxide the omission widens the range of transverse energies that tunnel, and it overstates the current. For a heavier oxide it narrows the range and understates the current. For equal masses there is no error.

In the example, integration with the full prefactor gives 4.92 instead of 5. The small reduction has the expected sign: the unshifted calculation admits electrons of larger $E_t$, which have smaller $k$, larger $a$ and therefore smaller $P$.

### (j) How far can the numbers be trusted for a real gate stack?

Compare the example with a metal gate on hafnium oxide, and estimate the effects that the model leaves out.

**Solution.** An oxide mass of a few tenths of $m_0$ or less, a barrier of about 2 eV and a thickness of a few nanometres are rough values for this case. The voltage of 0.10 V is well below a usual operating voltage of about 1 V. It gives a field of 0.33 MV/cm, or 8% of a rough breakdown field of 4 MV/cm. The example has a metal on both sides of the oxide, as in a capacitor. In a transistor the second electrode is silicon, whose conduction band accepts only a limited range of $k_t$ near its edge, so the computed current does not carry over directly. Real stacks usually contain a thin interfacial oxide as well, and their defects can carry current; neither is included. The interface conditions (3), and with them the prefactor $P$, are an assumption of the envelope model that is not assured between materials as unlike as a metal and an oxide. Their interfaces and films are also not perfectly uniform, which breaks the conservation of $k_t$. As an extreme estimate, giving every transverse state at the Fermi energy the transmission of normal incidence would multiply the current by about 120.

The other estimates change one assumption at a time and keep the prefactor fixed. They should not be multiplied together.

*Oxide dispersion.* Deep in the gap $E_g$ the parabolic law fails. A two-band law replaces $U-E$ in the second form of (10) by $(U-E)[1-(U-E)/E_g]$. For a rough gap of 6 eV this factor is $2/3$ at the Fermi energy, and the current rises by a factor of 29. The term $k_t^2$ is unchanged, but the simple energy shift (5) belongs to the parabolic band.

*Image force.* The electron attracts charge in both electrodes. Repeated reflection in the two electrodes gives image charges of opposite sign at the distances $|2nd-2z|$ for all integers $n$, and image charges of the same sign at the distances $2|n|d$ for $n\neq0$. Because these charges are induced by the electron itself, the energy is half the product of its charge and their potential:

$$W(z)=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\left[\sum_{n=1}^{\infty}\frac1{nd}-\sum_{n=-\infty}^{\infty}\frac1{|2nd-2z|}\right],$$

with the two sums taken together up to the same $|n|$. At $z=d/2$ the bracket is $-(2/d)\ln2$. For a rough optical permittivity $\varepsilon=4$, the barrier is lowered there by 0.083 eV, and by more near the electrodes. With $\kappa d$ replaced by $\int\kappa\,dz$, and $\kappa$ set to zero where the wave no longer decays, the current rises by a factor of 5.4. This value depends on how the divergence of $W$ at the electrodes is handled: solving the wave equation with $U+W$ cut off at the Fermi level gives 4.7, and cut off at the band bottom of the electrode gives 7.8.

*Anisotropic oxide mass.* If the oxide has a separate transverse mass $m_{ox,t}$, the lateral energy in the oxide is $\hbar^2k_t^2/2m_{ox,t}$. The shift becomes $E_t(m_e/m_{ox,t}-1)$. With the mass along $z$ held fixed, a transverse mass 30% larger raises the current by 30%.

*Voltage and temperature.* The slope of the barrier and the finite energy window at 0.10 V change the current by 1%. Thermal broadening at 400 K raises it by about 5%. Emission over the barrier is negligible: Richardson's formula with the oxide mass, which ignores reflection of the electron wave at the interfaces, gives a fraction of order $10^{-19}$ of the tunnel current.

The absolute current is therefore uncertain by more than an order of magnitude. The barrier shift (5) does not depend on the thickness of the oxide or on the shape of $U(z)$. It does require a conserved $k_t$ and parabolic, isotropic bands in both materials, including the energies in the gap at which the electron tunnels. With the two-band law above, transverse motion still adds $k_t^2$ to $\kappa^2$ at fixed total energy, but its effect at fixed $E_z$ is no longer a barrier shift of $(\mu-1)E_t$. The full set of computed values is given in the numerical output.

## Computed values

```
electrode mass, oxide mass: 1.00, 0.20 m0
mass ratio electrode/oxide: 5.00
Fermi energy above band bottom: 5.00 eV
barrier above Fermi level: 2.00 eV
oxide edge above electrode band bottom: 7.00 eV
oxide thickness: 3.00 nm; oxide voltage: 0.10 V
hbar^2/(2 m0): 0.038100 eV nm^2
2D box, transverse energy: 0.6685 eV
2D box, level by diagonalization: 1.01495 eV
2D box, level from shifted barrier: 1.01500 eV
2D box, level from unshifted barrier: 0.99919 eV
k_t mixing, uniform barrier: below 1e-9 is True
k_t mixing, barrier corrugated by 30%: 8.4e-05
electron: E_t = 0.10 eV, E_z = 4.90 eV
barrier shift: 0.400 eV
barrier above E_z, without shift: 2.100 eV
barrier above E_z, with shift: 2.500 eV
decay constant without shift: 3.3202 1/nm
decay constant with shift: 3.6226 1/nm
transmission without shift: 7.741e-09
transmission with shift: 1.176e-09
transmission ratio with/without: 0.1519
same ratio, oxide mass 1.0 m0: 1.0000
same ratio, oxide mass 1.5 m0: 1.5308
oxide mass 0.3 m0: shift 0.233 eV
oxide mass 0.3 m0: transmission 2.570e-11
slope d ln T/dE_t, wave equation: -20.06 1/eV
slope d ln T/dE_t, thick barrier: -19.44 1/eV
decay constant at E_F, k_t = 0: 3.2402 1/nm
exponent 2 kappa0 d: 19.441
matching ratio a: 1.4142; prefactor: 3.5556
mean E_t of tunnelling electrons: 0.0434 eV
mean E_t, leading estimate: 0.0412 eV
mean barrier shift: 0.1737 eV
conductance, integral: 8.6098 S/cm^2
conductance, sum over states: 8.6098 S/cm^2
conductance, thick-barrier formula: 8.9739 S/cm^2
current density: 0.8610 A/cm^2
current overstated if shift omitted: factor 4.921
rough inputs: gap 6.0 eV, optical eps 4.0
neglected, two-band oxide dispersion: factor 29.2
image lowering at mid-oxide: 0.0832 eV
neglected, image force: factor 5.44
neglected, finite bias: factor 1.0098
neglected, temperature 400 K: factor 1.0456
over-barrier/tunnel current, 400 K: 2.7e-19
transverse oxide mass 30% heavier: factor 1.300
all Fermi electrons at normal-incidence T: factor 120
oxide field: 0.333 MV/cm
field / rough breakdown 4.0 MV/cm: 0.083
```
